# Image dipoles and the infrared surface selection rule on a metal

A model fragment carries three equivalent C–O groups, each inclined at 60° to a common axis. When such fragments are free and randomly oriented, their degenerate pair of stretching modes absorbs 3.0 times as strongly as their symmetric mode. Stand them upright on a metal with the optical response of a rough model of cobalt, illuminate with p-polarized light at 80° from the normal, and the ratio falls to 0.0062. The vibrations are the same in both cases. Part of the fall comes from standing the fragments upright in light whose field lies nearly along their axes: without the metal, the ratio would be $\tfrac12\tan^2 60^\circ\cot^2 80^\circ=0.047$. The metal does the rest. It changes the field that drives the vibrations, or, equivalently, the dipole that each vibration presents to the light.

## Setting and conventions

The metal fills $z<0$, and vacuum fills $z>0$. The surface is flat, and the metal is described by a local permittivity $\varepsilon$. Gaussian units are used. Fields are real parts of complex amplitudes times $e^{-i\omega t}$, with $k=\omega/c$. The adsorbate is a point dipole at $\mathbf r_d=(0,0,d)$. The matrix $\mathsf R=\mathrm{diag}(1,1,-1)$ reflects a vector in the surface.

A vibration has coordinate $x$, mass $M$ and dipole derivative $\mathbf q^*=\partial\mathbf p/\partial x$. Since $x=\sqrt{\hbar/2M\omega}\,(a+a^\dagger)$ for a harmonic mode, its transition dipole is

$$\boldsymbol\mu=\langle1|\mathbf p|0\rangle=\mathbf q^*\sqrt{\frac{\hbar}{2M\omega}} .$$

The coupling to a field of amplitude $\mathbf E$ has the absorbing part $-\tfrac12\boldsymbol\mu\cdot\mathbf E\,e^{-i\omega t}$. Let the line be Lorentzian with full width $\Gamma$, an energy, so that its normalized peak density is $2/(\pi\Gamma)$. For weak excitation from the ground state, the golden rule gives the peak absorbed power

$$P=\hbar\omega\,\frac{2\pi}{\hbar}\,\frac{|\boldsymbol\mu\cdot\mathbf E|^2}{4}\,\frac{2}{\pi\Gamma}=\frac{\omega|\boldsymbol\mu\cdot\mathbf E|^2}{\Gamma}. \tag{1}$$

Here $\mathbf E$ is the incident plus the reflected field at the dipole.

## Lemma 1: the image dipole

**Statement.** In electrostatics, a dipole $\mathbf p$ above a perfect conductor produces, for $z>0$, the additional field of a dipole at $\mathsf R\mathbf r_d$ equal to

$$\mathbf p'=-\mathsf R\mathbf p=(-p_x,-p_y,+p_z). \tag{2}$$

For finite $\varepsilon$ the image is $\beta\mathbf p'$, with $\beta=(\varepsilon-1)/(\varepsilon+1)$.

**Proof.** Take first a charge $q$ at $\mathbf r_d$. Add a charge $-q$ at $\mathsf R\mathbf r_d$. Points on the surface are equally far from both, so the potential vanishes there, as a grounded conductor requires. Two solutions with the same source would differ by a harmonic function that vanishes on the surface and at infinity. Such a function is zero, so the solution is unique.

A dipole consists of $+q$ at $\mathbf r_d+\mathbf s$ and $-q$ at $\mathbf r_d$, with $\mathbf p=q\mathbf s$. The images are $-q$ at $\mathsf R\mathbf r_d+\mathsf R\mathbf s$ and $+q$ at $\mathsf R\mathbf r_d$. Their dipole moment is $-q\mathsf R\mathbf s=-\mathsf R\mathbf p$. Reflection reverses the normal displacement, and the change of charge sign reverses it again. A tangential displacement suffers only the change of charge sign.

For finite $\varepsilon$, let $E_z^{\rm ext}$ be the dipole's own normal field at the surface. A planar charge density $\sigma$ adds $+2\pi\sigma$ just above the surface and $-2\pi\sigma$ just below. Continuity of $\varepsilon E_z$ requires

$$E_z^{\rm ext}+2\pi\sigma=\varepsilon(E_z^{\rm ext}-2\pi\sigma)
\quad\Rightarrow\quad \sigma=\beta\,\frac{E_z^{\rm ext}}{2\pi}.$$

The perfect conductor is the case $\beta=1$. The surface charge, and hence its field, is therefore $\beta$ times that of the perfect conductor. $\square$

## Theorem 1: the selection rule on a perfect mirror

**Statement.** For an incident field $\mathbf E_i$ on a perfect mirror,

$$\boldsymbol\mu\cdot(\mathbf E_i+\mathbf E_r)(\mathbf r_d)=\boldsymbol\mu\cdot\mathbf E_i(\mathbf r_d)+\boldsymbol\mu'\cdot\mathbf E_i(\mathsf R\mathbf r_d),\qquad \boldsymbol\mu'=-\mathsf R\boldsymbol\mu. \tag{3}$$

When $kd\to0$, the vibration couples to the incident light as the dipole $(0,0,2\mu_z)$. It absorbs through its normal component, with four times the intensity that this component would have in the incident field alone.

**Proof.** The reflected field is $\mathbf E_r(\mathbf r)=-\mathsf R\,\mathbf E_i(\mathsf R\mathbf r)$. It obeys the wave equation and has zero divergence, because reflection preserves both properties, and it travels away from the surface. On the surface $\mathsf R\mathbf r=\mathbf r$, so the total field there is $\mathbf E_i-\mathsf R\mathbf E_i=(0,0,2E_{i,z})$. Its tangential part vanishes, as the mirror demands.

Since $\mathsf R$ is symmetric, $\boldsymbol\mu\cdot\mathbf E_r(\mathbf r_d)=-(\mathsf R\boldsymbol\mu)\cdot\mathbf E_i(\mathsf R\mathbf r_d)$, which is (3). If $kd\to0$, the incident field is the same at both positions and multiplies $\boldsymbol\mu+\boldsymbol\mu'=(0,0,2\mu_z)$. Equation (1) squares the factor 2. $\square$

**Remark (finite height).** Equation (3) includes retardation. A plane wave arriving at angle $\theta$ varies with height as $e^{-ikz\cos\theta}$. The normal component then acquires the factor

$$e^{-ikd\cos\theta}+e^{ikd\cos\theta}=2\cos(kd\cos\theta),$$

and the tangential component acquires

$$e^{-ikd\cos\theta}-e^{ikd\cos\theta}=-2i\sin(kd\cos\theta).$$

Close to the surface on the scale of the wavelength, the tangential component therefore nearly cancels at every angle of incidence. Farther away, the result depends on both height and angle. Where $kd\cos\theta=\pi/2$, the roles are reversed; where $kd\cos\theta=\pi$, the tangential component cancels again.

## Corollary: the same rule in emission

Let the dipole radiate above the perfect mirror. Write $u$ for the cosine of the emission angle and $x=2kd$. The two far fields interfere with the factors just found. A normal dipole has the angular factor $1-u^2$. For a tangential one it is $1-n_x^2$, whose azimuthal mean is $(1+u^2)/2$. Dividing by the free-space integral $8\pi/3$ gives

$$\frac{P_\perp}{P_0}=3\int_0^1(1-u^2)\cos^2(kdu)\,du,\qquad
\frac{P_\parallel}{P_0}=\frac32\int_0^1(1+u^2)\sin^2(kdu)\,du .$$

Use $2\cos^2(kdu)=1+\cos xu$ and $2\sin^2(kdu)=1-\cos xu$. Integration by parts gives

$$\int_0^1(1-u^2)\cos xu\,du=\frac2x\int_0^1u\sin xu\,du=-2\left(\frac{\cos x}{x^2}-\frac{\sin x}{x^3}\right).$$

The other integral follows from $1+u^2=2-(1-u^2)$. Hence

$$\frac{P_\perp}{P_0}=1-3\left(\frac{\cos x}{x^2}-\frac{\sin x}{x^3}\right),\qquad
\frac{P_\parallel}{P_0}=1-\frac32\left(\frac{\sin x}{x}+\frac{\cos x}{x^2}-\frac{\sin x}{x^3}\right).$$

For $kd\ll1$, the integrals give $P_\perp/P_0\to3(1-\tfrac13)=2$ and

$$\frac{P_\parallel}{P_0}\to\frac32(kd)^2\left(\frac13+\frac15\right)=\frac45(kd)^2 .$$

The normal dipole's intensity is fourfold in each allowed direction, but only half of space is available, so its total power doubles. Far from the mirror both ratios tend to 1.

In the example $d=0.30$ nm and $kd=3.8\times10^{-4}$. The tangential power on a perfect mirror would be $1.2\times10^{-7}$ of the free value. In absorption at 80°, the finite-height factors give the band ratio $\tfrac12\tan^2\chi\cot^2\theta\tan^2(kd\cos\theta)\approx2\times10^{-10}$ on a perfect mirror, with $\chi=60^\circ$. Retardation is therefore far too small to explain the remaining 0.0062.

## Theorem 2: leakage on a real metal

**Statement.** Let $Q=\sqrt{\varepsilon-\sin^2\theta}$ with $\operatorname{Im}Q>0$. At the vacuum side of the surface, per unit incident field,

$$|E_y|=\left|\frac{2\cos\theta}{\cos\theta+Q}\right|\ (s),\quad
|E_x|=\left|\frac{2Q\cos\theta}{\varepsilon\cos\theta+Q}\right|,\quad
|E_z|=\left|\frac{2\varepsilon\sin\theta\cos\theta}{\varepsilon\cos\theta+Q}\right|\ (p). \tag{4}$$

For p light and $|\varepsilon|\gg1$,

$$\frac{|E_x|^2}{|E_z|^2}=\frac{|Q|^2}{|\varepsilon|^2\sin^2\theta}\approx\frac{1}{|\varepsilon|\sin^2\theta}. \tag{5}$$

**Proof.** In s polarization, $E_y$ is $e^{-ikz\cos\theta}+r\,e^{ikz\cos\theta}$ above and $t\,e^{-ikQz}$ below, apart from the common factor $e^{ikx\sin\theta}$. Continuity of $E_y$ and of its slope gives

$$1+r=t,\qquad \cos\theta\,(1-r)=Qt .$$

Inserting $1-r=2-t$ yields $t=2\cos\theta/(\cos\theta+Q)$, which is the surface field.

In p polarization, let $B_y$ have this same form. Now $B_y$ and $\varepsilon^{-1}\partial_zB_y$ are continuous, so $\cos\theta\,(1-r)=Qt/\varepsilon$ and

$$t=\frac{2\varepsilon\cos\theta}{\varepsilon\cos\theta+Q}.$$

In vacuum $\nabla\times\mathbf B=-ik\mathbf E$. Its $z$ component gives $E_z=-\sin\theta\,B_y$, so $|E_z|=\sin\theta\,|t|$. Its $x$ component gives $E_x=\partial_zB_y/(ik)=-\cos\theta\,(1-r)=-Qt/\varepsilon$. These are (4), and their quotient is (5). $\square$

**Remark (why the static image misjudges the leakage).** Using $\beta$ for the radiation field would multiply tangential components by $1-\beta=2/(\varepsilon+1)$ and normal ones by $1+\beta=2\varepsilon/(\varepsilon+1)$. The incident p field has tangential and normal parts in the ratio $\cot\theta$, so the predicted intensity ratio would be $\cot^2\theta/|\varepsilon|^2$. This is too small by about $|\varepsilon|/\cos^2\theta$.

The static image belongs to a different range of wavevectors. From the proof above, $r=(\varepsilon\cos\theta-Q)/(\varepsilon\cos\theta+Q)$ for p waves. For a near-field component of in-plane wavevector $\kappa\gg k\sqrt{|\varepsilon|}$, both $\cos\theta$ and $Q$ are replaced by values close to $i\kappa/k$, and $r\to\beta$. The dipole's near field has $\kappa\sim1/d$. In the example, the field decay length in the metal is 50 nm and $d=0.30$ nm, so this condition holds well within the local model. At $\kappa\approx3$ nm⁻¹, however, a real metal does not respond locally, because its screening charge has a finite depth. In a hard-wall hydrodynamic model with the same plasma energy and a Fermi velocity of $10^6$ m/s, with $d$ measured from the wall, the screening length is about 0.1 nm, $r$ at $\kappa=1/d$ is about 0.54, and the normal self-coupling of Lemma 2 falls from 9.3 to 4.2 nm⁻³. The height $d$ must therefore be read as a distance from an effective image plane, and the self-image values below are estimates. Radiation has $\kappa<k$, where $Q\approx\sqrt\varepsilon$ and the leakage amplitude is of order $1/\sqrt{|\varepsilon|}$.

**Remark (grazing incidence).** The normal field can be written $2\sin\theta/|1+Q/(\varepsilon\cos\theta)|$. It is close to the mirror value $2\sin\theta$ when $\cos\theta\gg1/\sqrt{|\varepsilon|}$, and it vanishes as $\theta\to90^\circ$. The rule (5) for the ratio survives there, but the signal does not.

## Lemma 2: the dipole acts on itself

**Statement.** With isotropic electronic polarizability $\alpha$, the image multiplies the dipole derivative by $1/(1-\alpha g)$ and changes the frequency from $\omega_0$ to

$$\omega^2=\omega_0^2-\frac{q^{*2}g}{M(1-\alpha g)},\qquad g_\perp=\frac1{4d^3},\quad g_\parallel=\frac1{8d^3}. \tag{6}$$

Here $\beta\approx1$, and the vibrational dipole is either normal or tangential.

**Proof.** The image lies at distance $2d$. A normal dipole sees an equal image along its axis, with field $2p/(2d)^3=p/4d^3$. A tangential dipole sees the image $-p$ broadside, with field $-(-p)/(2d)^3=p/8d^3$.

With an applied field $E$, the total dipole obeys $p=q^*x+\alpha(E+gp)$, so $p=(q^*x+\alpha E)/(1-\alpha g)$. The force on the vibration is

$$q^*(E+gp)=q^*\,\frac{E(1-\alpha g)+gq^*x+\alpha gE}{1-\alpha g}=\frac{q^*E+q^{*2}gx}{1-\alpha g}.$$

The first term is the enhanced drive. The second reduces the force constant $M\omega_0^2$. $\square$

Both self-fields are parallel to the dipole that causes them. On a flat isotropic surface they alter strengths and frequencies without giving a tangential dipole a normal part.

## The three-group fragment

Let $\mu$ be the transition dipole of one C–O group. The groups point along $(\sin\chi\cos\phi_j,\sin\chi\sin\phi_j,\cos\chi)$, with azimuths $\phi_j$ spaced by 120°. With equal coupling between groups, the symmetric mode has coefficients $1/\sqrt3$. Its tangential contributions sum to zero, and its normal dipole is $3\mu\cos\chi/\sqrt3=\sqrt3\,\mu\cos\chi$.

The degenerate modes have coefficients $\sqrt{2/3}\cos\phi_j$ and $\sqrt{2/3}\sin\phi_j$. For azimuths spaced by 120°, $\sum_j\cos\phi_j=\sum_j\sin\phi_j=0$, so their normal dipoles vanish. Also $\sum_j\cos^2\phi_j=\sum_j\sin^2\phi_j=3/2$ and $\sum_j\sin\phi_j\cos\phi_j=0$, so their dipoles lie along $x$ and $y$ respectively, each of size $\sqrt{3/2}\,\mu\sin\chi$.

Random free orientation weights every squared dipole equally, so the band ratio is $2(\tfrac32\sin^2\chi)/(3\cos^2\chi)=\tan^2\chi$, or 3.0 at $\chi=60^\circ$. On the metal, only the partner along $x$ meets the tangential p field, so the ratio is $\tfrac12\tan^2\chi\,|E_x|^2/|E_z|^2$.

The photon energy is 0.25 eV (2016 cm⁻¹). A Drude metal with plasma energy 4 eV and damping 0.04 eV has $\varepsilon\approx-249+40i$ and $|\varepsilon|\approx252$. Equation (4) gives $|E_x|^2=0.0134$ and $|E_z|^2=3.26$, so

$$\frac{0.0134}{3.26}=0.0041,\qquad 1.5\times0.0041=0.0062 .$$

This is the opening number. The estimate in (5) also gives 0.0041. The static image would have given $7.4\times10^{-7}$ for the band ratio, too small by a factor of about 8400. The normal intensity 3.26 lies below the mirror value 3.88 because $\cos80^\circ=0.17$ is not very large compared with $1/\sqrt{252}=0.063$.

The absorbed fraction follows from (1). With $N$ fragments per area and incident flux $c|E_0|^2\cos\theta/8\pi$ per surface area, it is

$$A=\frac{8\pi kN\mu_m^2}{\Gamma\cos\theta}\,F,$$

where $F$ is the relevant surface intensity from (4) and $\mu_m$ is the mode's dipole. A dipole derivative of $1e$ per group and the matrix element 0.00349 nm give $\mu=0.168$ D, hence 0.145 D for the symmetric mode. Its square is $1.32\times10^{-5}$ eV nm³. With $k=1.27\times10^{-3}$ nm⁻¹, $N=1$ nm⁻² and $\Gamma=2$ meV,

$$A=\frac{8\pi(1.27\times10^{-3})(1.32\times10^{-5})}{0.002\times0.174}\times3.26\approx3.9\times10^{-3}.$$

The degenerate pair absorbs $2.4\times10^{-5}$ of p light and $8.6\times10^{-7}$ of s light. These fractions omit the factor in Lemma 2. They are also not reflectance changes, since the layer alters the absorption in the metal too.

## Beside a real precursor layer

Cobalt carbonyls serve as precursors for cobalt films, and C–O stretches near 0.25 eV are typical of terminal carbonyl groups. The other inputs are rough values, and the upright tricarbonyl is a model, not an identified surface species. Adding $100i$ to $\varepsilon$, as a trial for interband absorption, changes the field ratio from 0.0041 to 0.0036 and the normal intensity from 3.26 to 3.01. A small tilt of the fragments can matter more. If the axis tilts by $\tau$, the normal dipoles of the symmetric mode and the pair become $\sqrt3\,\mu\cos\chi\cos\tau$ and $\sqrt{3/2}\,\mu\sin\chi\sin\tau$. The pair then has the relative intensity $\tfrac12\tan^2\chi\tan^2\tau$ from the normal field alone. At 5° this is 0.011, more than the 0.0062 from finite conductivity. A weak degenerate band therefore does not by itself measure the metal's permittivity. The half-space model also needs a metal film thick compared with the 50 nm decay length. With the same $\varepsilon$ and a vacuum, silica-like or silicon-like backing, the band ratio exceeds the half-space value by 4–6% at 100 nm, by 40–60% at 50 nm, and by factors of 3 to 16 at 10–20 nm, so thin films require a separate calculation.

In an irregular layer, the image of a tangential dipole can polarize neighbouring fragments slightly along the normal. For an isolated upright fragment or a uniform square layer, the image interactions leave the selection rule intact but change the intensities. They are omitted from the band ratio 0.0062. Because they differ for normal and tangential dipoles, they change that ratio too: with the polarizability used below, the self-image alone would lower it to 0.0056, and the full layer described below would raise it to 0.0077. For $\alpha=0.010$ nm³, the self-image alone multiplies the symmetric intensity by 1.21. Moving the image plane 0.05 nm closer raises this to 1.42, so the point-dipole value is only an estimate for a fragment whose size is comparable with $d$. In a uniform square layer with 1 nm spacing, neighbours and their images add $-13.2$ nm⁻³ to the self-coupling of $9.3$ nm⁻³. The net coupling is negative, and the factor becomes 0.93. The calculated frequency shift likewise changes from $-0.13$ to $+0.05$ meV. At 400 K the ratio of first-excited to ground population is $7\times10^{-4}$, so starting each C–O mode from its ground state is a good approximation. Softer modes of the fragment may be thermally excited, which this model leaves out.

The dipole derivative in these results must be that of the whole adsorbate, including charge that moves through its bond to the metal. A stretch directed along the surface can become visible if it drives such charge along the normal. The selection rule concerns the direction of the transition dipole, which need not be the direction in which the atoms move. The remaining computed values are in the numerical output.

## Calculated quantities

```
photon energy: 0.250 eV
photon wavenumber (conversion): 2016 cm^-1
plasma energy, damping: 4.00, 0.040 eV
incidence angle: 80 deg
C-O angle from fragment axis: 60 deg
height above image plane: 0.30 nm
dipole derivative per C-O: 1.0 e
line width (full, half maximum): 2.0 meV
lattice spacing: 1.0 nm
electronic polarizability: 0.010 nm^3
C-O reduced mass: 6.856 u
permittivity, real part: -248.6 (no unit)
permittivity, imaginary part: 39.9 (no unit)
permittivity, modulus: 251.8 (no unit)
static image strength |beta|: 1.0079 (no unit)
matrix element <1|x|0>: 0.00349 nm
one C-O transition dipole: 0.1677 D
symmetric-mode transition dipole: 0.1453 D
each degenerate-mode dipole: 0.1779 D
surface intensity, s tangential: 4.763e-04 (incident = 1)
surface intensity, p tangential: 1.340e-02 (incident = 1)
surface intensity, p normal: 3.259 (incident = 1)
perfect-mirror p normal: 3.879 (incident = 1)
p tangential/normal ratio: 4.110e-03 (no unit)
estimate 1/(|eps| sin^2 theta): 4.095e-03 (no unit)
degenerate/symmetric band, free random: 3.000 (no unit)
degenerate/symmetric band, metal, p: 6.166e-03 (no unit)
same, static image only: 7.356e-07 (no unit)
absorbed fraction, symmetric, p: 3.935e-03
absorbed fraction, degenerate, p: 2.426e-05
absorbed fraction, degenerate, s: 8.626e-07
retardation parameter kd: 3.801e-04 (no unit)
perfect-mirror tangential power: 1.156e-07 (free = 1)
field decay length in metal: 49.9 nm
added interband Im eps: 100 (no unit)
p tangential/normal with it: 3.625e-03 (no unit)
p normal intensity with it: 3.007 (incident = 1)
self-image coupling, normal: 9.259 nm^-3
self-image coupling, tangential: 4.630 nm^-3
neighbour coupling with images: -13.225 nm^-3
intensity gain, self-image only: 1.214 (no unit)
image-plane shift tried: 0.05 nm closer
self-image gain after that shift: 1.417 (no unit)
intensity gain, whole layer: 0.925 (no unit)
mode shift, self-image only: -0.134 meV
mode shift, whole layer: 0.050 meV
fragment tilt tried: 5 deg
degenerate/symmetric from tilt alone: 1.148e-02 (no unit)
temperature: 400 K
thermal ratio n1/n0: 7.08e-04 (no unit)
```
